\section*{Zero-bias thermionic-field contact resistivity by the saddle-point method}

\section*{The problem}

A metal touches an n-type semiconductor with uniform donor density $N$ and permittivity $\varepsilon$. The barrier top lies $\phi_B$ above the common Fermi level. In the bulk the conduction band edge lies $\zeta>0$ above the Fermi level. The barrier height above the bulk band edge is therefore
\begin{equation}
E_b=\phi_B-\zeta .
\end{equation}
All these quantities are energies, and $q>0$ is the elementary charge. Electrons can cross the contact over the barrier, or tunnel through it near its base or part of the way up. We want the specific contact resistivity $\rho_c=(dJ/dV)^{-1}$ at $V=0$ when the third route dominates, and in particular its exponent.

The depletion layer is taken as empty of electrons and the image force is left out. The electrons belong to $g$ equivalent ellipsoidal valleys with one axis along the contact normal. Their mass is $m$ along the normal and $m_y,m_z$ in the plane. The metal is assumed to offer a state for every transverse momentum.

\section*{(a) How opaque is the barrier?}

\emph{Find the barrier shape and the semiclassical tunnelling exponent $S(E)$ for an electron whose energy of normal motion is $E$, counted from the bulk band edge.}

\medskip
\textbf{Solution.} The electrostatic potential $\psi$ obeys $\psi''=-qN/\varepsilon$. The electron energy is $U=-q\psi$, so $U''=q^2N/\varepsilon$. With $U=U'=0$ at the depletion edge $x=w$ and $U(0)=E_b$,
\begin{equation}
U(x)=E_b\left(1-\frac{x}{w}\right)^2,\qquad w=\sqrt{\frac{2\varepsilon E_b}{q^2N}} .
\end{equation}
The transmission is taken as $P=e^{-S}$ below the top and $P=1$ above it, with
\begin{equation}
S=\frac{2}{\hbar}\int_0^{x_t}\sqrt{2m(U-E)}\,dx ,\qquad U(x_t)=E .
\end{equation}
Put $y=1-x/w$, $e=E/E_b$ and $s=\sqrt{1-e}$. Then
\begin{equation}
S=\frac{2w\sqrt{2mE_b}}{\hbar}\int_{\sqrt e}^{1}\sqrt{y^2-e}\,dy .
\end{equation}
An antiderivative is $\frac12\left[y\sqrt{y^2-e}-e\ln\left(y+\sqrt{y^2-e}\right)\right]$, so the integral equals
\begin{equation}
\frac12\left[s-e\ln\frac{1+s}{\sqrt e}\right]=\frac12\left[s-e\,\mathrm{artanh}\,s\right].
\end{equation}
The last form follows from $e=(1-s)(1+s)$, which turns the logarithm into $\frac12\ln\frac{1+s}{1-s}$. The factor in front is
\begin{equation}
\frac{w\sqrt{2mE_b}}{\hbar}=\frac{2E_b}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{E_b}{E_{00}},\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\end{equation}
Hence
\begin{equation}
S(E)=\frac{E_b}{E_{00}}\left[s-e\,\mathrm{artanh}\,s\right].
\end{equation}
At the bulk edge $S=E_b/E_{00}$. Heavier doping thins the barrier, raises $E_{00}$ and lowers $S$.

\section*{(b) From current to zero-bias conductance}

\emph{Write the net current at bias $V$ and differentiate it at $V=0$.}

\medskip
\textbf{Solution.} Count $J$ positive when electrons flow from semiconductor to metal, and let $V>0$ be forward bias. Relative to the bulk band edge the semiconductor Fermi level stays at $-\zeta$, the metal Fermi level moves to $-\zeta-qV$, and the barrier top moves to $E_b-qV$. With two spins per state,
\begin{equation}
J=2qg\int\frac{d^3k}{(2\pi)^3}\,v_x\,P\,(f_s-f_m),
\end{equation}
taken over $k_x$ directed towards the metal. For the normal motion $v_x\,dk_x=dE/\hbar$. In the plane, $d^2k\to(2\pi m_d/\hbar^2)\,dE_t$ with $m_d=\sqrt{m_ym_z}$, because a contour of constant transverse energy $E_t$ is an ellipse of area $2\pi m_dE_t/\hbar^2$. The constants combine to
\begin{equation}
\frac{2qg}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m_d}{\hbar^2}=\frac{qgm_d}{2\pi^2\hbar^3}=\frac{A}{k^2},\qquad A=\frac{qgm_dk^2}{2\pi^2\hbar^3},
\end{equation}
where $A$ is the Richardson constant of the valley group. The integral of the Fermi function over $E_t$ gives a logarithm:
\begin{equation}
J=\frac{A}{k^2}\int_0^\infty P(E,V)\,kT\left[\ln\left(1+e^{-(E+\zeta)/kT}\right)-\ln\left(1+e^{-(E+\zeta+qV)/kT}\right)\right]dE .
\end{equation}
At $V=0$ the bracket vanishes. The term containing $\partial P/\partial V$ therefore drops out, and the bias dependence of the barrier does not enter. The second logarithm contributes $(q/kT)f(E)$, with $f$ the Fermi occupation at energy $E$. Thus
\begin{equation}
\frac1{\rho_c}=\frac{qA}{k^2}\int_0^\infty P f\,dE\simeq\frac{qA}{k^2}\,e^{-\zeta/kT}\int_0^\infty P(E)\,e^{-E/kT}dE .
\end{equation}
The second form uses Boltzmann occupation, which requires a nondegenerate bulk.

\section*{(c) Which electrons carry the current?}

\emph{Locate the maximum of the integrand and find the exponent there.}

\medskip
\textbf{Solution.} Below the top the integrand is $e^{-G}$ with $G=S+E/kT$. Since $ds/de=-1/(2s)$,
\begin{align}
\frac{d}{de}\left[s-e\,\mathrm{artanh}\,s\right]
&=-\frac1{2s}-\mathrm{artanh}\,s+\frac{e}{1-s^2}\,\frac1{2s}\nonumber\\
&=-\mathrm{artanh}\,s ,
\end{align}
because $1-s^2=e$. Therefore $dS/dE=-\mathrm{artanh}(s)/E_{00}$. The condition $G'=0$ reads
\begin{equation}
\mathrm{artanh}\,s=c,\qquad c=\frac{E_{00}}{kT}.
\end{equation}
So $s=\tanh c$, and $e=1-\tanh^2c$ gives
\begin{equation}
E_m=\frac{E_b}{\cosh^2c}.
\end{equation}
Going up in energy costs Boltzmann weight at the rate $1/kT$ and gains transparency at the rate $\mathrm{artanh}(s)/E_{00}$. The two rates balance at $E_m$, which lies between the bulk edge and the top for every finite $c>0$. There
\begin{equation}
G(E_m)=\frac{E_b}{E_{00}}\left[\tanh c-\frac{c}{\cosh^2c}\right]+\frac{E_b}{kT\cosh^2c}=\frac{E_b}{E_{00}}\tanh c .
\end{equation}
The two terms with $\cosh^2c$ cancel because $c/E_{00}=1/kT$. With
\begin{equation}
E_0=E_{00}\coth\frac{E_{00}}{kT}
\end{equation}
this is $G(E_m)=E_b/E_0$.

\section*{(d) The resistivity and its full exponent}

\emph{Do the Gaussian integral. Is $E_b/E_0$ the whole exponent of $\rho_c$?}

\medskip
\textbf{Solution.} From $G'=1/kT-\mathrm{artanh}(s)/E_{00}$ and $ds/dE=-1/(2sE_b)$,
\begin{equation}
G''=\frac{1}{E_{00}}\,\frac{1}{1-s^2}\,\frac{1}{2sE_b}\;\longrightarrow\;\frac{\cosh^2c}{2E_{00}E_b\tanh c}\quad\text{at }E_m .
\end{equation}
It is positive, so $E_m$ is a minimum of $G$ along the real axis. The peak has standard deviation
\begin{equation}
\sigma=\frac{1}{\sqrt{G''}}=\frac{\sqrt{2E_{00}E_b\tanh c}}{\cosh c}.
\end{equation}
If the peak fits between bulk edge and top, the limits may be moved to $\pm\infty$, and the integral becomes $\sqrt{2\pi}\,\sigma\,e^{-E_b/E_0}$. Inserting this in (b) and inverting,
\begin{equation}
\boxed{\;\rho_c=\frac{k^2\cosh c}{2qA\sqrt{\pi E_{00}E_b\tanh c}}\;\exp\left(\frac{E_b}{E_0}+\frac{\zeta}{kT}\right)\;}
\end{equation}
to leading saddle-point order. The exponent has two parts. $E_b/E_0$ is the cost of crossing the barrier from the bulk edge, and $\zeta/kT$ states how few electrons the bulk supplies.

The second part can be absorbed in the electron density. The valley group holds
\begin{equation}
n_g=2g\,m^{1/2}m_d\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}e^{-\zeta/kT}
\end{equation}
electrons per volume. Multiplication by $q v_R$, with $v_R=\sqrt{kT/2\pi m}$, gives $AT^2e^{-\zeta/kT}=q n_gv_R$. Hence
\begin{equation}
\rho_c=\frac{(kT)^2\cosh c}{2q^2n_gv_R\sqrt{\pi E_{00}E_b\tanh c}}\;e^{E_b/E_0}.
\end{equation}
The barrier height above the bulk edge over $E_{00}\coth(E_{00}/kT)$ is thus the full exponent once the resistivity is expressed through the bulk electron density. If $\phi_B$ is used instead, the exponent is $\phi_B/E_0+\zeta(1/kT-1/E_0)$.

\section*{(e) Why the zero-bias slope contains $kT$}

\emph{The forward current grows roughly as $e^{qV/E_0}$. May $\rho_c$ be found by differentiating that law at $V=0$?}

\medskip
\textbf{Solution.} No. With Boltzmann supply the bracket in (b) factorizes, and
\begin{equation}
J(V)=J_\rightarrow(V)\left(1-e^{-qV/kT}\right),
\end{equation}
where $J_\rightarrow$ is the flow from semiconductor to metal. Its derivative at zero is $(q/kT)J_\rightarrow(0)$; the slope of $J_\rightarrow$ is multiplied by zero. Using $q/E_0$ in place of $q/kT$ would overstate $\rho_c$ by the factor $E_0/kT$.

The parameter $E_0$ does govern forward bias. Replacing $E_b$ by $E_b-qV$ in the saddle-point result gives $J_\rightarrow\propto\sqrt{E_b-qV}\,e^{-(E_b-qV)/E_0}$, so
\begin{equation}
\frac{d\ln J}{dV}=\frac{q}{E_0}-\frac{q}{2(E_b-qV)}+\frac{q}{kT}\,\frac{1}{e^{qV/kT}-1}.
\end{equation}
For the contact of part (g) at $qV=5kT$ the three terms are $31.66$, $-1.21$ and $0.26\ \mathrm{V^{-1}}$. They add to $30.71\ \mathrm{V^{-1}}$. Numerical differentiation of the full current gives $30.63\ \mathrm{V^{-1}}$.

\section*{(f) Limits and range of validity}

\emph{Examine small and large $E_{00}/kT$ and state when the result holds.}

\medskip
\textbf{Solution.} For small $c$, $\coth c\simeq1/c+c/3$ and $E_0\simeq kT(1+c^2/3)$. The exponent tends to $(E_b+\zeta)/kT=\phi_B/kT$, as thermionic emission requires. The prefactor does not follow, because the saddle reaches the top and the Gaussian is cut off there. Within the present model the thermionic limit comes from $P=1$ above the top:
\begin{equation}
\frac{1}{\rho_{TE}}=\frac{qA}{k^2}\int_{E_b}^\infty e^{-(E+\zeta)/kT}dE
\;\Rightarrow\;\rho_{TE}=\frac{k}{qAT}\,e^{\phi_B/kT}.
\end{equation}

For large $c$, $E_0\to E_{00}$ and $E_m\simeq4E_be^{-2c}$. The saddle sinks to the bulk edge, below which there are no electrons. The Gaussian prefactor fails here too. Its width $\sigma\simeq2\sqrt{2E_{00}E_b}\,e^{-c}$ becomes much smaller than $kT$, while the integrand falls off from the edge over an energy of about $kT$, because $S$ changes little over that range once $c$ is large enough. The approach is slow: for $E_b/E_{00}=25$ the change of $S$ over the first $kT$ is 0.6 at $c=6$ and 0.15 at $c=30$. The exponent tends to $E_b/E_{00}+\zeta/kT$, which describes tunnelling at the base of the barrier.

In units of the peak width, the distances to the two ends are
\begin{equation}
\frac{E_m}{\sigma}=\sqrt{\frac{E_b}{2E_{00}}}\,\frac{1}{\cosh c\sqrt{\tanh c}},\qquad
\frac{E_b-E_m}{\sigma}=\sqrt{\frac{E_b}{2E_{00}}}\,\cosh c\,(\tanh c)^{3/2}.
\end{equation}
Both should exceed about two. At fixed $c$, $G$ is $E_b/E_{00}$ times a function of $e$ alone, so the first correction to the Gaussian result is of relative order $E_{00}/E_b$. At the $c$ of part (g), the integral from bulk edge to top differs from its Gaussian value by $-0.85\%$ for $E_b/E_{00}=60$ and by $-0.21\%$ for $240$. A fourfold ratio reduces the error about fourfold.

With $\phi_B$, $T$ and the masses of part (g) held fixed, doping moves the contact through the regimes. Only the four light valleys of part (g) are counted. The two heavy valleys matter near the thermionic limit, where they would lower the integral to about 12 and $5.1\ \Omega\,\mathrm{cm^2}$ at $10^{15}$ and $10^{17}\ \mathrm{cm^{-3}}$:
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $E_{00}/kT$ & formula ($\Omega\,$cm$^2$) & integral ($\Omega\,$cm$^2$)\\
$10^{15}$ & 0.015 & 88 & 14\\
$10^{17}$ & 0.15 & 6.7 & 5.8\\
$10^{18}$ & 0.48 & 0.64 & 0.66\\
$3\times10^{18}$ & 0.83 & 0.0423 & 0.0433\\
$10^{19}$ & 1.52 & $2.7\times10^{-4}$ & $2.9\times10^{-4}$
\end{tabular}
\end{center}
At $10^{15}\ \mathrm{cm^{-3}}$ the formula is about six times larger than the integral. The integral itself assumes $P=1$ above the top. Reflection at an abrupt metal step, for the free-electron metal of part (h) at zero transverse momentum and without image force, would raise the integral values at $10^{15}$ and $10^{17}\ \mathrm{cm^{-3}}$ roughly threefold. At $10^{19}\ \mathrm{cm^{-3}}$ the formula is within 7\% of the integral although $E_m/\sigma$ is just 1.2. That agreement should not be relied on, since $\zeta$ is then only about $kT$ and the nondegenerate model itself is marginal.

\section*{(g) A silicide on n-type silicon}

\emph{Evaluate $\rho_c$ for $\phi_B=0.60$ eV, $N=3\times10^{18}\ \mathrm{cm^{-3}}$ and $T=300$ K on (001) silicon, with relative permittivity 11.7 and masses $0.19\,m_0$ and $0.92\,m_0$.}

\medskip
\textbf{Solution.} These are rough typical values. Four of the six valleys have the light mass along the normal. For them $m=0.19\,m_0$ and $m_d=\sqrt{0.19\times0.92}\,m_0$, which gives $A=201\ \mathrm{A\,cm^{-2}K^{-2}}$. All six valleys enter the density of states, $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$. With every donor ionized,
\begin{align}
\zeta&=kT\ln\frac{N_c}{N}=25.85\ \mathrm{meV}\times2.213=57.2\ \mathrm{meV},\\
E_b&=0.600-0.057=0.543\ \mathrm{eV}.
\end{align}
The depletion width is 15.3 nm. The tunnelling parameters are $E_{00}=21.6$ meV, $c=0.834$ and $E_0=31.6$ meV. The current peaks at $E_m=0.290$ eV, about halfway up, with $\sigma=0.092$ eV. The bulk edge is $3.1\sigma$ below the peak and the top $2.7\sigma$ above it, so the conditions of (f) hold.

The exponent at the peak is $5.98$ from tunnelling plus $11.21$ from Boltzmann weight. The sum agrees with $E_b/E_0=17.18$. Adding $\zeta/kT=2.21$ gives $19.40$. With $k/q=8.617\times10^{-5}\ \mathrm{V/K}$ and energies in eV, the prefactor is
\begin{equation}
\frac{(8.617\times10^{-5})^2\times1.369}{2\times201\times\sqrt{\pi\times0.02157\times0.5428\times0.683}}
=1.60\times10^{-10}\ \Omega\,\mathrm{cm^2},
\end{equation}
and therefore
\begin{equation}
\rho_c=1.596\times10^{-10}\,e^{19.396}\simeq0.042\ \Omega\,\mathrm{cm^2}.
\end{equation}
The energy integral gives $0.0433\ \Omega\,\mathrm{cm^2}$, so the saddle-point value is 2\% below it. Differentiating the full $J(V)$ at zero, with Fermi supply and a moving barrier, also gives $0.0433\ \Omega\,\mathrm{cm^2}$.

Omitting $e^{\zeta/kT}$ would make $\rho_c$ too small by a factor of 9. Differentiating the forward law would make it too large by $E_0/kT=1.22$. Thermionic emission alone would give $17\ \Omega\,\mathrm{cm^2}$ from these four valleys, about 400 times the integral; over the top the two heavy valleys also contribute, and all six give $14\ \Omega\,\mathrm{cm^2}$. At 400 K, with $\phi_B$, $N$ and the masses unchanged, the formula gives $1.10\times10^{-3}\ \Omega\,\mathrm{cm^2}$ and the energy integral $1.14\times10^{-3}\ \Omega\,\mathrm{cm^2}$, although the top is then only about $1.7\sigma$ above the peak. The contact is still strongly thermally activated.

\section*{(h) What a real contact changes}

\emph{Size the neglected effects and place the example beside real contacts.}

\medskip
\textbf{Solution.} Each effect below is switched on alone, and the factor multiplies the integral value $0.0433\ \Omega\,\mathrm{cm^2}$.

The image energy $-q^2/(16\pi\varepsilon x)$, with static permittivity, lowers and thins the barrier: factor 0.36 with the semiclassical $P$. The size depends on how transmission is treated: solving the wave equation for the model metal described below, at zero transverse momentum, with and without the image energy (cut off at the metal band bottom) gives a ratio of 0.51. Here $\phi_B$ means the barrier before this lowering.

Deep in the gap the decay is slower than a parabolic band predicts. A two-band estimate replaces $U-E$ by $(U-E)[1-(U-E)/E_g]$. Transverse momentum is conserved, so $E_g$ must be the gap at the transverse momentum of the valley. For the four light valleys this is roughly 4 eV, which gives a factor of 0.87. The two-band form is crude: the complex band of an empirical pseudopotential for silicon gives about 0.91. Inserting the indirect gap of 1.12 eV would give 0.55 and greatly overstate the effect.

Electrons near the depletion edge screen part of the donor charge, so that $U''=(q^2N/\varepsilon)(1-e^{-U/kT})$. Multiplying by $U'$ and integrating from the bulk gives
\begin{equation}
\tfrac12U'^2=\frac{q^2N}{\varepsilon}\left[U-kT\left(1-e^{-U/kT}\right)\right].
\end{equation}
The slope is smaller at each $U$, the barrier is thicker, and the factor is 1.23.

Solving the wave equation for normal motion, with a free-electron metal whose band bottom lies 10 eV below the Fermi level, gives 0.86 if the transverse momentum is set to zero. The four light valleys are in fact centred at a transverse momentum that takes about 3.7 eV from the normal motion in such a metal; keeping it gives 0.73. An isolated donor level 45 meV deep would leave 58\% of the donors ionized in the bulk and give 1.12. The two heavy valleys and Fermi statistics each change $\rho_c$ by less than 1\%.

These factors are not independent, and their joint effect was not computed. The discreteness of the donors was not sized either. Their mean spacing, 6.9 nm, is nearly half the depletion width, so a smooth parabola is itself an idealization.

A barrier near 0.6 eV is representative of titanium disilicide on n-type silicon, but the doping is far below that used under transistor contacts. A contact of $1\ \mu\mathrm{m}^2$ with the calculated $\rho_c$ would have a resistance of about $4\ \mathrm{M\Omega}$. Source and drain contacts are doped to roughly $10^{20}\ \mathrm{cm^{-3}}$ or more and reach roughly $10^{-8}\ \Omega\,\mathrm{cm^2}$ or below. Their bulk is degenerate, so the present formula does not apply to them. For a moderately doped contact it gives the exponent and its origin, while the image force alone lowers the value by a factor of two to three. The numerical output below gives further digits for most of these values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, kT = 25.852 meV
donor density = 3.00e+18 cm^-3
barrier above Fermi level phi_B = 0.600 eV
relative permittivity = 11.7
light, heavy mass = 0.19, 0.92 m0
density of states Nc = 2.744e+19 cm^-3
Richardson constant, 4 valleys = 201.0 A/(cm^2 K^2)
zeta = 57.22 meV, zeta/kT = 2.213
barrier above bulk edge Eb = 0.5428 eV
depletion width = 15.30 nm
peak field = 0.710 MV/cm
E00 = 21.57 meV, E00/kT = 0.8343
E0 = 31.59 meV, E0/kT = 1.2219
saddle energy Em = 0.2897 eV
saddle energy by numerical search = 0.2897 eV
peak width sigma = 0.0924 eV
Em/sigma = 3.14, (Eb-Em)/sigma = 2.74
tunnelling exponent S(Em) = 5.975
thermal exponent Em/kT = 11.208
Eb/E0 = 17.183, numerical minimum = 17.183
total exponent Eb/E0 + zeta/kT = 19.396
prefactor = 1.596e-10 ohm cm^2
rho, saddle-point formula = 4.2312e-02 ohm cm^2
rho, energy integral = 4.3253e-02 ohm cm^2
rho, slope of J(V) at zero = 4.3258e-02 ohm cm^2
Boltzmann/Fermi conductance - 1 = 1.18e-04
forward slope dlnJ/dV at qV = 5 kT: 30.63 1/V, 1/E0: 31.66 1/V
formula/integral = 0.9783
rho, thermionic emission only = 1.717e+01 ohm cm^2
share of conductance above barrier top = 2.52e-03
factor lost if exp(zeta/kT) omitted = 9.15
exp(phi_B/E0) / correct exponential = 0.669
saddle error at Eb/E00 = 60, 240: -0.00851, -0.00206
scan: N (cm^-3), E00/kT, rho formula, rho integral (ohm cm^2)
  1e+15  0.015  8.813e+01  1.438e+01
  1e+17  0.152  6.726e+00  5.820e+00
  1e+18  0.482  6.394e-01  6.581e-01
  3e+18  0.834  4.231e-02  4.325e-02
  1e+19  1.523  2.727e-04  2.910e-04
neglected effects, new rho / rho of energy integral:
  image force: 0.358
  two-band dispersion, gap 1.12 eV: 0.551
  mobile electrons at depletion edge: 1.230
  two heavy valleys added: 0.9920
  Fermi statistics: 0.9922
  donor level 45 meV, ionized part 0.580: 1.119
  wave transmission, metal band 10 eV deep: 0.862
wave transmission / exp(-S) at Em = 1.221
velocity matching factor at Em = 1.271
mean donor spacing N^(-1/3) = 6.93 nm
rho at 400 K, formula = 1.101e-03 ohm cm^2
\end{verbatim}
